# Does an xz–yz orbital pair favor perpendicular or in-plane magnetization?: verification in Python

```python
# RESULT UNDER TEST: an occupied-empty pair (d_xz, d_yz) of equal spin favors
# magnetization along the interface normal z, with
#     K = E(in-plane) - E(perpendicular) = xi^2 / (4 gap) > 0,
# because <yz|Lz|xz> = i while <yz|Lx|xz> = <yz|Ly|xz> = 0.
# Symbols: xi = spin-orbit strength in xi L.S, gap = e(yz) - e(xz),
# J = exchange splitting, n = magnetization direction, theta = angle(n, z).
# Energies are in mRy; L and S are in units of hbar.
import numpy as np
import sympy as sp
from scipy.constants import physical_constants

# ---- Angular momentum matrices from the definition L = -i r x grad ----
x, y, z = sp.symbols("x y z", real=True)
names = ["xy", "yz", "z2", "xz", "x2-y2"]
polys = [x*y, y*z, (2*z**2 - x**2 - y**2)/(2*sp.sqrt(3)), x*z,
         (x**2 - y**2)/2]
rotations = [lambda f: y*sp.diff(f, z) - z*sp.diff(f, y),
             lambda f: z*sp.diff(f, x) - x*sp.diff(f, z),
             lambda f: x*sp.diff(f, y) - y*sp.diff(f, x)]

nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2*np.pi*np.arange(12)/12
cos_t, ph = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
points = (sin_t*np.cos(ph), sin_t*np.sin(ph), cos_t)
area = np.outer(weights, np.full(12, 2*np.pi/12))


def on_sphere(f):
    value = sp.lambdify((x, y, z), f, "numpy")(*points)
    return np.sqrt(15/(4*np.pi))*value*np.ones_like(cos_t)


orbitals = [on_sphere(p) for p in polys]
overlap = np.array([[np.sum(area*a*b) for b in orbitals] for a in orbitals])
assert np.allclose(overlap, np.eye(5), atol=1e-12)

L = []
for rot in rotations:
    images = [on_sphere(sp.expand(rot(p))) for p in polys]
    L.append(np.array([[-1j*np.sum(area*a*b) for b in images]
                       for a in orbitals]))
L = np.array(L)

# Second road: ladder operators and complex spherical harmonics, m = -2..2
m = np.arange(-2, 3)
raising = np.diag(np.sqrt(6 - m[:-1]*(m[:-1] + 1.0)), -1)
L_m = [(raising + raising.T)/2, (raising - raising.T)/2j, np.diag(m)]
s = 1/np.sqrt(2)
C = np.array([[1j*s, 0, 0, 0, -1j*s], [0, 1j*s, 0, 1j*s, 0],
              [0, 0, 1, 0, 0], [0, s, 0, -s, 0], [s, 0, 0, 0, s]]).T
for k in range(3):
    assert np.allclose(L[k], C.conj().T @ L_m[k] @ C, atol=1e-12)

# Hand-derived table: imaginary parts of <bra|L|ket>; all others vanish
r3 = np.sqrt(3)
claims = [{("xy", "xz"): -1, ("x2-y2", "yz"): 1, ("z2", "yz"): r3},
          {("xy", "yz"): 1, ("x2-y2", "xz"): 1, ("z2", "xz"): -r3},
          {("yz", "xz"): 1, ("x2-y2", "xy"): -2}]
for k in range(3):
    table = np.zeros((5, 5), complex)
    for (bra, ket), value in claims[k].items():
        i, j = names.index(bra), names.index(ket)
        table[i, j], table[j, i] = 1j*value, -1j*value
    assert np.allclose(L[k], table, atol=1e-12)

# ---- Energies by diagonalization ----
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
X, Y, Z = np.eye(3)
ixz, iyz, iz2 = (names.index(q) for q in ("xz", "yz", "z2"))
L_pair = L[np.ix_(range(3), [ixz, iyz], [ixz, iyz])]
L_three = L[np.ix_(range(3), [ixz, iyz, iz2], [ixz, iyz, iz2])]


def filled_energy(H, electrons):
    return np.linalg.eigvalsh(H)[:electrons].sum()


def one_spin(levels, Lmat, xi, n, electrons):
    """Spin frozen along n, so that S is replaced by n/2."""
    H = np.diag(levels) + xi/2*np.einsum("k,kij->ij", n, Lmat)
    return filled_energy(H, electrons)


def with_spin(gap, xi, J, n, electrons):
    """xz-yz pair with both spins and an exchange field along n."""
    H = np.kron(np.diag([-gap/2, gap/2]), np.eye(2)).astype(complex)
    H -= J/2*np.kron(np.eye(2), np.einsum("k,kij->ij", n, sigma))
    for k in range(3):
        H += xi/2*np.kron(L_pair[k], sigma[k])
    return filled_energy(H, electrons)


def direction(theta, azimuth=0.0):
    return np.array([np.sin(theta)*np.cos(azimuth),
                     np.sin(theta)*np.sin(azimuth), np.cos(theta)])


xi, gap, J, gap2 = 5.0, 40.0, 150.0, 60.0
pair_levels = [-gap/2, gap/2]
K = xi**2/(4*gap)


def pair_energy(xi_value, n, levels=pair_levels):
    return one_spin(levels, L_pair, xi_value, n, 1)


K_diag = pair_energy(xi, X) - pair_energy(xi, Z)
assert K_diag > 0 and abs(K_diag/K - 1) < (xi/gap)**2

# Angular law and exact two-level energy, for several azimuths
small = 0.1*xi
for theta in np.linspace(0, np.pi/2, 7):
    for azimuth in (0.0, 0.7, np.pi/2):
        n = direction(theta, azimuth)
        exact = -0.5*np.sqrt(gap**2 + (xi*np.cos(theta))**2)
        assert abs(pair_energy(xi, n) - exact) < 1e-11
        rise = pair_energy(small, n) - pair_energy(small, Z)
        law = small**2/(4*gap)*np.sin(theta)**2
        assert abs(rise - law) < 1e-3*small**2/(4*gap)

# Frozen-spin rule follows from the spinful problem at very large exchange,
# for spin parallel (J > 0) and antiparallel (J < 0) to n
for big_J in (1e6, -1e6):
    K_big = (with_spin(gap, xi, big_J, X, 1)
             - with_spin(gap, xi, big_J, Z, 1))
    assert abs(K_big/K_diag - 1) < 2e-4

# Degenerate pair: the anisotropy is linear in xi
K_degenerate = pair_energy(xi, X, [0, 0]) - pair_energy(xi, Z, [0, 0])
assert abs(K_degenerate - xi/2) < 1e-12


# Finite exchange: spin-flip terms favor the plane
def K_spin_formula(xi_value, electrons):
    if electrons == 2:
        return -xi_value**2/4*(1/(J + gap) + 1/(J - gap))
    return xi_value**2/4*(1/gap - 1/(gap + J))


def K_spin_diag(xi_value, electrons):
    return (with_spin(gap, xi_value, J, X, electrons)
            - with_spin(gap, xi_value, J, Z, electrons))


for electrons in (1, 2, 3):
    ratio = K_spin_diag(small, electrons)/K_spin_formula(small, electrons)
    assert abs(ratio - 1) < 2e-3

# Occupied z2 orbital added in the same spin channel
three_levels = [0.0, gap, gap - gap2]


def three_difference(xi_value, n):
    return (one_spin(three_levels, L_three, xi_value, n, 2)
            - one_spin(three_levels, L_three, xi_value, Z, 2))


def three_x_formula(xi_value):
    return xi_value**2/4*(1/gap - 3/gap2)


assert abs(three_difference(small, X)/three_x_formula(small) - 1) < 2e-3
assert abs(three_difference(small, Y)/(small**2/(4*gap)) - 1) < 2e-3
assert three_difference(xi, X) < 0 < three_difference(xi, Y)

# ---- Printed results ----
print("Nonzero matrix elements (units of hbar), one per Hermitian pair:")
for k, axis in enumerate("xyz"):
    for bra, ket in claims[k]:
        value = L[k][names.index(bra), names.index(ket)].imag
        print(f"  <{bra}|L{axis}|{ket}> = {value:+.4f} i")
for k, axis in enumerate("xyz"):
    print(f"|<yz|L{axis}|xz>|^2 = {abs(L[k][iyz, ixz])**2:.4f} hbar^2")
print(f"spin-orbit strength xi = {xi:.1f} mRy")
print(f"gap yz - xz = {gap:.1f} mRy")
print(f"xi/gap = {xi/gap:.4f}")
print(f"same-spin element size xi/2 = {xi/2:.2f} mRy")
print(f"K, second-order formula = {K:.5f} mRy")
print(f"K, diagonalization = {K_diag:.5f} mRy")
print(f"formula excess over diagonalization = {100*(K/K_diag-1):.2f} %")
mRy_in_meV = physical_constants["Rydberg constant times hc in eV"][0]
print(f"K, second-order formula = {K*mRy_in_meV:.3f} meV")
for degrees in (0, 30, 45, 60, 90):
    rise = (pair_energy(xi, direction(np.radians(degrees)))
            - pair_energy(xi, Z))
    print(f"E({degrees} deg) - E(0), diagonalization = {rise:.5f} mRy")
print(f"K of degenerate pair, diagonalization = {K_degenerate:.3f} mRy")
print(f"exchange splitting J = {J:.1f} mRy")
for electrons in (1, 2, 3):
    print(f"K with spin flips, {electrons} electron(s): formula "
          f"{K_spin_formula(xi, electrons):+.5f}, diagonalization "
          f"{K_spin_diag(xi, electrons):+.5f} mRy")
print(f"gap yz - z2 in three-orbital model = {gap2:.1f} mRy")
print(f"three orbitals, E(x)-E(z), formula = {three_x_formula(xi):+.5f} mRy")
print(f"three orbitals, E(x)-E(z), diagonalization = "
      f"{three_difference(xi, X):+.5f} mRy")
print(f"three orbitals, E(y)-E(z), formula = {K:+.5f} mRy")
print(f"three orbitals, E(y)-E(z), diagonalization = "
      f"{three_difference(xi, Y):+.5f} mRy")
print("ALL CHECKS PASSED")
```

Output:

```
Nonzero matrix elements (units of hbar), one per Hermitian pair:
  <xy|Lx|xz> = -1.0000 i
  <x2-y2|Lx|yz> = +1.0000 i
  <z2|Lx|yz> = +1.7321 i
  <xy|Ly|yz> = +1.0000 i
  <x2-y2|Ly|xz> = +1.0000 i
  <z2|Ly|xz> = -1.7321 i
  <yz|Lz|xz> = +1.0000 i
  <x2-y2|Lz|xy> = -2.0000 i
|<yz|Lx|xz>|^2 = 0.0000 hbar^2
|<yz|Ly|xz>|^2 = 0.0000 hbar^2
|<yz|Lz|xz>|^2 = 1.0000 hbar^2
spin-orbit strength xi = 5.0 mRy
gap yz - xz = 40.0 mRy
xi/gap = 0.1250
same-spin element size xi/2 = 2.50 mRy
K, second-order formula = 0.15625 mRy
K, diagonalization = 0.15564 mRy
formula excess over diagonalization = 0.39 %
K, second-order formula = 2.126 meV
E(0 deg) - E(0), diagonalization = 0.00000 mRy
E(30 deg) - E(0), diagonalization = 0.03880 mRy
E(45 deg) - E(0), diagonalization = 0.07767 mRy
E(60 deg) - E(0), diagonalization = 0.11662 mRy
E(90 deg) - E(0), diagonalization = 0.15564 mRy
K of degenerate pair, diagonalization = 2.500 mRy
exchange splitting J = 150.0 mRy
K with spin flips, 1 electron(s): formula +0.12336, diagonalization +0.12276 mRy
K with spin flips, 2 electron(s): formula -0.08971, diagonalization -0.08968 mRy
K with spin flips, 3 electron(s): formula +0.12336, diagonalization +0.12276 mRy
gap yz - z2 in three-orbital model = 60.0 mRy
three orbitals, E(x)-E(z), formula = -0.15625 mRy
three orbitals, E(x)-E(z), diagonalization = -0.15524 mRy
three orbitals, E(y)-E(z), formula = +0.15625 mRy
three orbitals, E(y)-E(z), diagonalization = +0.15564 mRy
ALL CHECKS PASSED
```
